# How degenerate mobility scales with electron density for three scattering mechanisms

**Question**

I have an n-type semiconductor with one isotropic parabolic band, doped so heavily that the electrons are degenerate. I want to know how the mobility $\mu$ changes with electron density $n$ at fixed temperature, taking separately (a) acoustic deformation-potential scattering, (b) random-alloy scattering and (c) ionized donors without compensation, so that each electron comes from one singly charged donor.

For (a) and (b) I don't see where a density dependence enters, because the matrix elements don't contain $n$. For (c) I have two arguments that disagree. Faster electrons are deflected less by a charge, so $\mu$ should rise with $n$. But more electrons also mean more donors, so $\mu$ should fall. Which one wins, and is the result a power law?

**Answer**

All three cases follow from one integral over the Fermi surface. I use SI units, effective mass $m$, spin degeneracy 2, elementary charge $e>0$ and permittivity $\varepsilon$.

**Mobility of a degenerate gas**

In a field $\boldsymbol{\mathcal E}$ the force on an electron is $-e\boldsymbol{\mathcal E}$. With $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$, the steady-state Boltzmann equation in linear order is

$$-e\boldsymbol{\mathcal E}\cdot\mathbf v\,\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=e\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v\,\frac{\partial f_0}{\partial E}.$$

The current density is $-e\sum\mathbf v\,\delta f$ per volume. Averaging over directions replaces $v_z^2$ by $v^2/3$, so the conductivity is

$$\sigma=\frac{e^2}{3}\int dE\,g(E)\,v^2\tau\left(-\frac{\partial f_0}{\partial E}\right).$$

For $k_BT\ll E_F$ the last factor selects $E_F$. There $g=mk_F/(\pi^2\hbar^2)$ and $v=\hbar k_F/m$, hence $gv^2/3=k_F^3/(3\pi^2m)=n/m$. Comparing with $\sigma=ne\mu$ gives

$$\mu=\frac{e\,\tau(k_F)}{m},\qquad k_F=(3\pi^2n)^{1/3}.$$

**The relaxation rate**

In elastic scattering the Pauli factors cancel between the in and out terms, which leaves $\delta f(\mathbf k)-\delta f(\mathbf k')$. Since $\delta f$ is proportional to the component of $\mathbf k$ along the field, averaging $\mathbf k'$ around $\mathbf k$ turns $\delta f(\mathbf k')$ into $\cos\theta\,\delta f(\mathbf k)$, where $\theta$ is the scattering angle. Let $M^2(q)$ be the squared matrix element times the crystal volume $V$. Then

$$\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^3k'}{(2\pi)^3}M^2(q)(1-\cos\theta)\,\delta(E'-E_F).$$

Write $c=\cos\theta$, $d^3k'=2\pi k'^2dk'\,dc$ and $dk'=m\,dE'/(\hbar^2k')$. The delta function sets $k'=k_F$:

$$\frac1\tau=\frac{mk_F}{2\pi\hbar^3}\int_{-1}^{1}(1-c)\,M^2(q)\,dc,\qquad q^2=2k_F^2(1-c).\tag{1}$$

If $M^2$ is independent of $q$, the integral is $2M^2$, and

$$\frac1\tau=\frac{mk_FM^2}{\pi\hbar^3},\qquad
\mu=\frac{\pi e\hbar^3}{m^2M^2k_F}.\tag{2}$$

This is the density dependence you were missing in (a) and (b). The matrix element doesn't change, but the number of final states at the Fermi energy grows as $k_F$.

**(a) Acoustic phonons**

The deformation-potential energy is $\Xi\,\nabla\cdot\mathbf u$, which couples to longitudinal modes. A mode of frequency $\omega=v_sq$ has squared displacement amplitude $\hbar/(2\rho V\omega)$, with $\rho$ the mass density, and the divergence supplies $q^2$. Absorption carries the phonon number $N_q$ and emission carries $N_q+1$. For $\hbar\omega\ll k_BT$ both are close to $k_BT/\hbar\omega$, so each process contributes

$$\Xi^2q^2\,\frac{\hbar}{2\rho\omega}\,\frac{k_BT}{\hbar\omega}=\frac{\Xi^2k_BT}{2\rho v_s^2}=\frac{\Xi^2k_BT}{2c_l},\qquad c_l=\rho v_s^2.$$

The sum is $M^2=\Xi^2k_BT/c_l$, independent of $q$. From (2),

$$\mu_{\rm ac}=\frac{\pi e\hbar^3c_l}{m^2\Xi^2k_BT\,k_F}\propto n^{-1/3}.$$

The largest momentum transfer is $2k_F$, so the phonon condition is $X=2\hbar v_sk_F/(k_BT)\ll1$. To see what happens otherwise, set $z=\hbar\omega/k_BT$ and keep the Bose and Pauli factors. The identity

$$f(E)[1-f(E+\hbar\omega)]=\frac{f(E)-f(E+\hbar\omega)}{1-e^{-z}}$$

integrates over energy to $\hbar\omega/(1-e^{-z})$. Multiplying by $N_q=1/(e^z-1)$ and dividing by $k_BT$ gives $z/[4\sinh^2(z/2)]$ for absorption, and detailed balance gives the same for emission. The equipartition value is $1/z$, so each process is changed by the factor $z^2/[4\sinh^2(z/2)]$.

For a rigidly shifted Fermi distribution, momentum loss weights these transitions by $q^2$, and the angular measure $dc\propto q\,dq$ supplies another $q$. The rate relative to equipartition is therefore

$$R(X)=\frac4{X^4}\int_0^Xz^3\,\frac{z^2}{4\sinh^2(z/2)}\,dz\simeq1-\frac{X^2}{18}\quad(X\ll1),$$

because the factor expands as $1-z^2/12$ and the weighted mean of $z^2$ is $2X^2/3$. For $X\gg1$ the integral becomes a constant and $R\propto k_F^{-4}$. Then $1/\tau\propto k_F\,k_F^{-4}=k_F^{-3}$, and within this approximation $\mu_{\rm ac}$ rises as $n$. The $n^{-1/3}$ law thus needs a temperature window, $2\hbar v_sk_F\ll k_BT\ll E_F$.

**(b) Alloy disorder**

Let a fraction $x$ of the sites, each of volume $\Omega$, have a potential higher by $\Delta U$, with independent occupations. The mean potential belongs to the band structure. The deviation $u_j$ is $(1-x)\Delta U$ with probability $x$ and $-x\Delta U$ with probability $1-x$, so

$$\langle u_j^2\rangle=\left[x(1-x)^2+(1-x)x^2\right]\Delta U^2=x(1-x)\Delta U^2.$$

For short-range site potentials the matrix element is $(\Omega/V)\sum_ju_je^{-i\mathbf q\cdot\mathbf R_j}$. Cross terms average to zero, and there are $V/\Omega$ sites. The mean square times $V$ is

$$M^2=V\,\frac{\Omega^2}{V^2}\,\frac V\Omega\,\langle u_j^2\rangle=x(1-x)\,\Omega\,\Delta U^2,$$

$$\mu_{\rm al}=\frac{\pi e\hbar^3}{m^2x(1-x)\Omega\,\Delta U^2\,k_F}\propto n^{-1/3}.$$

In both (a) and (b) I have left the matrix elements unscreened; the example below shows what that costs.

**(c) Uncompensated ionized donors**

The electron's potential energy $U$ near a donor obeys Poisson's equation with the donor charge and the electron response $\delta n=-(dn/dE_F)\,U$:

$$\nabla^2U=\frac{e^2}{\varepsilon}\delta(\mathbf r)+q_s^2U,\qquad q_s^2=\frac{e^2}{\varepsilon}\frac{dn}{dE_F}.$$

In Fourier space $-q^2U_q=e^2/\varepsilon+q_s^2U_q$, so $U_q=-e^2/[\varepsilon(q^2+q_s^2)]$. This is Thomas–Fermi screening, the long-wavelength limit of the static response. It overestimates the screening near $q=2k_F$; in the example below the static Lindhard response would lower the donor-limited mobility by about 4% at the lowest density and 2% at the highest. With $dn/dE_F=mk_F/(\pi^2\hbar^2)$ and the effective Bohr radius $a^*=4\pi\varepsilon\hbar^2/(me^2)$,

$$q_s^2=\frac{4k_F}{\pi a^*},\qquad b\equiv\frac{4k_F^2}{q_s^2}=\pi a^*k_F.$$

For randomly placed, independent donors of density $N_I$, $M^2=N_IU_q^2$. Put $t=1-c$. Then $q^2+q_s^2=2k_F^2(t+2/b)$, and the integral in (1) is

$$\frac{N_Ie^4}{4\varepsilon^2k_F^4}\int_0^2\frac{t\,dt}{(t+2/b)^2}.$$

Writing $t=(t+2/b)-2/b$ in the numerator gives

$$\int_0^2\frac{t\,dt}{(t+2/b)^2}=\left[\ln\!\left(t+\frac2b\right)+\frac{2/b}{t+2/b}\right]_0^2=\ln(1+b)+\frac1{1+b}-1=\ln(1+b)-\frac b{1+b}\equiv F(b).$$

Therefore

$$\frac1\tau=\frac{N_Ime^4F(b)}{8\pi\varepsilon^2\hbar^3k_F^3}.$$

Both of your arguments are visible here: $k_F^{-3}$ is the weaker deflection of fast electrons, and $N_I$ is the number of scatterers. Without compensation $N_I=n=k_F^3/(3\pi^2)$, and the two powers cancel:

$$\mu_{\rm ii}=\frac{24\pi^3\varepsilon^2\hbar^3}{m^2e^3F(b)}=\frac{3\pi}{2}\,\frac{e\,a^{*2}}{\hbar}\,\frac1{F(b)}.$$

The second form uses $\varepsilon^2\hbar^4/(m^2e^4)=a^{*2}/(16\pi^2)$. What remains is $F$, which tends to $\ln b-1$ for $b\gg1$. So the mobility falls, but only logarithmically, and there is no fixed exponent. Since $b\propto n^{1/3}$ and $F'(b)=1/(1+b)-1/(1+b)^2=b/(1+b)^2$, the local exponent is

$$s=\frac{d\ln\mu_{\rm ii}}{d\ln n}=-\frac{bF'}{3F}=-\frac{b^2}{3(1+b)^2F(b)}\;\longrightarrow\;-\frac1{3(\ln b-1)}\quad(b\gg1).$$

The condition on $b$ matters. For small $b$, $F\simeq b^2/2$ and the formula would give $s\to-2/3$, steeper than the other two mechanisms. The value $-1/3$ is crossed at $b\approx2.16$. However, the Born approximation used here needs a small coupling $e^2/(4\pi\varepsilon\hbar v_F)=1/(k_Fa^*)=\pi/b$, so the small-$b$ behaviour is a property of the formula and not a prediction.

If $N_I$ is held fixed while $n$ changes, the factor $1/N_I$ no longer contributes $-1$ to the exponent. The exponent becomes $1+s$, and your first argument wins.

**Worked example**

Take round model parameters: $m=0.05\,m_e$, relative permittivity 15, $T=80$ K, $\Xi=10$ eV, $c_l=1.5\times10^{11}$ Pa, $\rho=6000$ kg/m³, $x=0.3$, $\Delta U=0.5$ eV and $\Omega=5\times10^{-29}$ m³. At $n=10^{24}$ m⁻³, $k_F=3.094\times10^8$ m⁻¹ and $k_BT/E_F=6.894/72.93=0.095$.

For the phonons, $M^2=(1.602\times10^{-18})^2(1.105\times10^{-21})/(1.5\times10^{11})=1.89\times10^{-68}$ J² m³. With $m=4.555\times10^{-32}$ kg, equation (2) gives

$$\mu_{\rm ac}=\frac{5.90\times10^{-121}}{(2.075\times10^{-63})(1.89\times10^{-68})(3.094\times10^8)}\approx48.7\ \mathrm{m^2/(V\,s)}.$$

For the alloy, $M^2=0.21\,(5\times10^{-29})(8.01\times10^{-20})^2=6.74\times10^{-68}$ J² m³, so $\mu_{\rm al}=48.7\times1.89/6.74\approx13.7$ m²/(V s).

For the donors, $a^*=15.875$ nm, $b=\pi a^*k_F=15.43$ and $F=\ln16.43-15.43/16.43=1.860$. Then

$$\mu_{\rm ii}=\frac{4.712\,(1.519\times10^{15})(1.5875\times10^{-8})^2}{1.860}\approx0.970\ \mathrm{m^2/(V\,s)}.$$

In other units the three values are about $4.9\times10^5$, $1.4\times10^5$ and $9.7\times10^3$ cm²/(V s). Repeating this at higher densities, with mobilities in m²/(V s):

| $n$ ($10^{24}$ m⁻³) | $b$ | $\mu_{\rm ac}$ | $\mu_{\rm al}$ | $\mu_{\rm ii}$ | combined |
|---|---|---|---|---|---|
| 1 | 15.4 | 48.7 | 13.7 | 0.970 | 0.889 |
| 2 | 19.4 | 38.6 | 10.8 | 0.873 | 0.791 |
| 4 | 24.5 | 30.7 | 8.60 | 0.792 | 0.709 |
| 8 | 30.9 | 24.3 | 6.83 | 0.724 | 0.637 |

The last column adds the rates of the independent mechanisms, $1/\mu=1/\mu_{\rm ac}+1/\mu_{\rm al}+1/\mu_{\rm ii}$. An eightfold increase in density halves the first two mobilities, since $8^{-1/3}=1/2$. The donor-limited one keeps 75% of its value, and its local exponent drifts from $-0.158$ to $-0.125$. At fixed $N_I$ the exponent at the lowest density would be $+0.84$.

**How far to trust these numbers**

- *Phonon energy.* $X$ runs from 0.30 to 0.59 over the table, and the acoustic rate lies 0.5% to 1.9% below its equipartition value.
- *Temperature.* At the lowest density, full thermal averaging changes the alloy mobility by $-0.7\%$ and the donor mobility by $+3.6\%$, relative to the degenerate formulas. An unscreened acoustic rate has the same energy dependence as the alloy rate, so its thermal factor is the same.
- *Screening of (a) and (b).* If the same static screening acts on these potentials, $M^2$ is multiplied by $[q^2/(q^2+q_s^2)]^2=[t/(t+2/b)]^2$. With this Thomas–Fermi form the mobility rises by 24% at the lowest density and 12% at the highest. The factor grows with $b$ at every angle, so the rate rises faster with $n$, and the mean exponent becomes $-0.38$ instead of $-1/3$. The static Lindhard response, which is weaker near $q=2k_F$, gives 18.5%, 9.5% and $-0.37$. The $n^{-1/3}$ law therefore belongs to unscreened contact scattering, or to the limit $b\gg1$.
- *Born approximation.* A partial-wave calculation for one screened donor gives a transport cross section 45% above the Born value at $b=5$, 11% above at $b=15.4$ and 0.9% above at $b=100$. At the lowest density the Born value of $\mu_{\rm ii}$ is thus about 11% above the partial-wave value. The excess shrinks to about 5% at the highest density ($b=30.9$), so the partial-wave mobility keeps 79% of its value across the table instead of 75%, and its mean exponent is $-0.11$ instead of $-0.14$. The slow fall survives, but the logarithmic law is quantitative only at larger $b$. Multiple scattering between donors is not included in either calculation.

The numerical check compares the elastic rates and their exponents over the tabulated densities with a direct golden-rule integration over final states.

## Values computed for the example and the checks

```
mass 0.05 m_e; relative permittivity 15.0; T 80.0 K
Xi 10.0 eV; c_l 1.50e+11 Pa; mass density 6000.0 kg/m^3
alloy x 0.3; dU 0.5 eV; site volume 5.0e-29 m^3
sound speed 5000.0 m/s; effective Bohr radius 15.875 nm
kT 6.894 meV; kT/E_F at lowest n 0.0945
n 1.0e+24 m^-3: kF 3.0937e+08 m^-1, E_F 72.93 meV
  b 15.429, F(b) 1.8599, impurity exponent -0.1581
  mobility acoustic 48.662, alloy 13.650 m^2/(V s)
  mobility impurity 0.9701, combined 0.8892 m^2/(V s)
n 2.0e+24 m^-3: kF 3.8978e+08 m^-1, E_F 115.77 meV
  b 19.440, F(b) 2.0664, impurity exponent -0.1459
  mobility acoustic 38.623, alloy 10.834 m^2/(V s)
  mobility impurity 0.8732, combined 0.7915 m^2/(V s)
n 4.0e+24 m^-3: kF 4.9109e+08 m^-1, E_F 183.77 meV
  b 24.492, F(b) 2.2776, impurity exponent -0.1351
  mobility acoustic 30.655, alloy 8.599 m^2/(V s)
  mobility impurity 0.7922, combined 0.7086 m^2/(V s)
n 8.0e+24 m^-3: kF 6.1873e+08 m^-1, E_F 291.72 meV
  b 30.859, F(b) 2.4927, impurity exponent -0.1255
  mobility acoustic 24.331, alloy 6.825 m^2/(V s)
  mobility impurity 0.7239, combined 0.6373 m^2/(V s)
mobility ratio, highest n / lowest n (dimensionless):
  acoustic 0.5000, alloy 0.5000
  impurity 0.7462, combined 0.7167
lowest-n mobilities in cm^2/(V s): acoustic, alloy, impurity, combined
  486625, 136505, 9701, 8892
golden-rule acoustic exponent -0.33333
golden-rule alloy exponent -0.33333
golden-rule impurity exponent at lowest n -0.15806
impurity exponent at fixed N_imp, lowest n 0.8419
impurity exponent equals -1/3 at b 2.1626, n 2.753e+21 m^-3
sampled / predicted alloy variance 0.9976
n 1.0e+24 m^-3: phonon X 0.2954, rate / equipartition 0.99517
n 8.0e+24 m^-3: phonon X 0.5908, rate / equipartition 0.98086
thermal / degenerate mobility, lowest n: contact 0.9925
thermal / degenerate mobility, lowest n: impurity 1.0363
screened / bare contact mobility: lowest n 1.2447, highest n 1.1234
mean screened-contact exponent over the range -0.3826
b 5.000: exact / Born transport cross section 1.4509
b 15.429: exact / Born transport cross section 1.1144
b 100.000: exact / Born transport cross section 1.0091
```
